**Connected-determinant recursion for the Hubbard dimer: diagrams, series coefficients and operation counts**

For $H=H_0+U\sum_i(n_{i\uparrow}-\alpha)(n_{i\downarrow}-\alpha)$ and a set $V$ of $n$ vertices at fixed sites and times, $c_E(V)=a_E(V)-\sum_{S\subsetneq V}c_E(S)\,a_0(V\setminus S)$ is the sum of all connected diagrams, where $a_0=\det M^\uparrow\det M^\downarrow$, $a_E=\det B\det M^\downarrow$, $M_{ij}=G_0(x_i,x_j)-\alpha\delta_{ij}$, and $B$ is $M^\uparrow$ bordered by the external points; a version with one pivot vertex gives $c_0$ and $\ln(Z/Z_0)$. The program asserts that the determinants equal time-ordered Fock-space traces, that both recursions equal an explicit enumeration of connected permutation pairs for random matrices up to $n=5$, that $c_E$ and $c_0$ are unchanged by relabelling three vertices, and that $c_E$ vanishes for decoupled sites. It asserts that Gauss–Legendre integrals of $c_E$, $c_0$ and $a_0$ reproduce the Taylor coefficients of $G$, $\ln(Z/Z_0)$ and $Z/Z_0$ from exact traces through order 4, that the unsubtracted $a_E$ does not reproduce those of $G$, and that $Z$ has winding number zero on $|U|=1.5\,t$. An instrumented number type confirms, for $n\le7$, the counts $3^n-2^n$ and $3^{n-1}-2^{n-1}$, the determinant cost, and the cost and result of a ranked subset-convolution alternative. For $t=1$, $\mu=0.3\,t$, $\beta=2/t$, $\alpha=0.5$, $\tau=1/t$ the output lists one three-vertex configuration on all eight subsets and gives the fourth-order sum $G=-0.314369$ against the exact $-0.314383$ at $U=t$. At $n=10$ about $1.16\times10^{14}$ labelled diagrams are summed with 58025 recursion and 209922 determinant multiplications; the recursion overtakes the determinants from $n=17$, and the ranked convolution needs fewer operations from $n=14$.

## Program and output

```python
# Connected-determinant (CDet) recursion for H = H0 + U sum_i (n_iu - alpha)(n_id - alpha).
# For a set V of n vertices x=(site,tau): M_ij = G0(x_i,x_j) - alpha delta_ij, B = M bordered by
# row x_out and column x_in, a0(S) = det Mu(S) det Md(S), aE(S) = det Bu(S) det Md(S).
# Result under test:  cE(V) = aE(V) - sum_{S proper subset of V} cE(S) a0(V\S)
# is the sum of all connected diagrams at fixed vertices, takes 3^n - 2^n multiplications,
# and G = sum_n (-U)^n/n! int cE. Pivot version c0 (subsets holding vertex 0) gives ln(Z/Z0).
# G(x,x') = -<T c(x) c+(x')>, equal times 0^-. Units: hopping t, times 1/t. Subsets = bit masks.
import itertools
import math
import numpy as np
from scipy.linalg import expm

HOP, MU, BETA, ALPHA, TAU, UEX = 1.0, 0.3, 2.0, 0.5, 1.0, 1.0
rng = np.random.default_rng(7)


def members(mask, n):
    return [i for i in range(n) if mask >> i & 1]


def cdet(aE, a0, n):
    c = [None] * (1 << n)
    for V in range(1 << n):
        acc, S = aE[V], V
        while S:
            S = (S - 1) & V
            acc = acc - c[S] * a0[V ^ S]
        c[V] = acc
    return c


def cdet_vacuum(a0, n):
    c = {}
    for V in range(1, 1 << n, 2):
        rest = V ^ 1
        acc, R = a0[V], rest
        while R:
            R = (R - 1) & rest
            acc = acc - c[R | 1] * a0[rest ^ R]
        c[V] = acc
    return c[(1 << n) - 1]


def subset_dets(Bu, Md):
    n = Md.shape[1]
    aE, a0 = [], []
    for S in range(1 << n):
        idx = np.array(members(S, n), dtype=int)
        ext = np.concatenate(([0], idx + 1))
        if S:
            dd = np.linalg.det(Md[:, idx[:, None], idx[None, :]])
            du = np.linalg.det(Bu[:, idx[:, None] + 1, idx[None, :] + 1])
        else:
            dd = du = np.ones(Md.shape[0])
        aE.append(np.linalg.det(Bu[:, ext[:, None], ext[None, :]]) * dd)
        a0.append(du * dd)
    return aE, a0


def bordered(sites, times, hop=HOP):
    N, n = times.shape
    tr = np.concatenate((np.full((N, 1), TAU), times), axis=1)
    tc = np.concatenate((np.zeros((N, 1)), times), axis=1)
    d = tr[:, :, None] - tc[:, None, :]
    s = np.array([0] + list(sites))
    parity = np.where(s[:, None] == s[None, :], 1.0, -1.0)
    B = np.zeros_like(d)
    for eps, w in ((-hop - MU, 0.5), (hop - MU, 0.5 * parity)):
        f = 1.0 / (math.exp(BETA * eps) + 1.0)
        B += w * np.exp(-eps * d) * np.where(d > 0, f - 1.0, f)
    for i in range(1, n + 1):
        B[:, i, i] -= ALPHA
    return B


# ---- Fock space of the dimer (modes 0u, 1u, 0d, 1d), Jordan-Wigner
low, pz, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
cop = []
for m in range(4):
    op = np.eye(1)
    for k in range(4):
        op = np.kron(op, pz if k < m else (low if k == m else one))
    cop.append(op)
num = [c.T @ c for c in cop]
H0 = -MU * sum(num) - HOP * sum(cop[a].T @ cop[b] for a, b in ((0, 1), (1, 0), (2, 3), (3, 2)))
vert = [(num[i] - ALPHA * np.eye(16)) @ (num[i + 2] - ALPHA * np.eye(16)) for i in range(2)]
Z0 = np.trace(expm(-BETA * H0))


def ordered_average(ops):
    prod, last = np.eye(16), BETA
    for t, op in sorted(ops, key=lambda p: -p[0]):
        prod, last = prod @ expm(-(last - t) * H0) @ op, t
    return np.trace(prod @ expm(-last * H0)) / Z0


worst = 0.0
for n in range(5):
    for trial in range(3):
        sites, times = rng.integers(0, 2, n), rng.uniform(0.01, BETA - 0.01, n)
        B = bordered(sites, times[None, :])
        aE, a0 = subset_dets(B, B[:, 1:, 1:])
        ops = [(times[i], vert[sites[i]]) for i in range(n)]
        worst = max(worst, abs(a0[-1][0] - ordered_average(ops)),
                    abs(aE[-1][0] + ordered_average(ops + [(TAU, cop[0]), (0.0, cop[0].T)])))
assert worst < 1e-12
print(f"inputs: t={HOP} mu={MU} t, beta={BETA} 1/t, alpha={ALPHA}, tau={TAU} 1/t, U={UEX} t")
print(f"Wick determinants vs Fock traces, max deviation: {worst:.1e}")


# ---- explicit diagram enumeration
def perm_terms(A, shift):
    k, out = A.shape[0], []
    for p in itertools.permutations(range(k)):
        w, seen, cycles = 1.0, 0, []
        for i in range(k):
            w *= A[i, p[i]]
            if not seen >> i & 1:
                j, cm, length = i, 0, 0
                while not cm >> j & 1:
                    cm |= 1 << j
                    j, length = p[j], length + 1
                seen |= cm
                cycles.append(cm << shift)
                w *= (-1) ** (length - 1)
        out.append((w, cycles))
    return out


def connected_sum(up, down, nodes):
    total, count = 0.0, 0
    for wu, cu in up:
        for wd, cd in down:
            reach, old = 1, 0
            while reach != old:
                old = reach
                for cm in cu + cd:
                    if cm & reach:
                        reach |= cm
            if reach == (1 << nodes) - 1:
                total, count = total + wu * wd, count + 1
    return total, count


def count_by_recursion(n):
    size = [bin(S).count("1") for S in range(1 << n)]
    fa = math.factorial
    return cdet([fa(k + 1) * fa(k) for k in size], [fa(k) ** 2 for k in size], n)[-1]


worst = 0.0
for n in range(1, 6):
    Bu, Md = rng.uniform(-1, 1, (n + 1, n + 1)), rng.uniform(-1, 1, (n, n))
    aE, a0 = subset_dets(Bu[None], Md[None])
    brute, cnt = connected_sum(perm_terms(Bu, 0), perm_terms(Md, 1), n + 1)
    brute0, _ = connected_sum(perm_terms(Bu[1:, 1:], 0), perm_terms(Md, 0), n)
    worst = max(worst, abs(brute - cdet(aE, a0, n)[-1][0]), abs(brute0 - cdet_vacuum(a0, n)[0]))
    assert abs(brute - aE[-1][0]) > 1e-6
    assert cnt == count_by_recursion(n)
assert worst < 1e-10
print(f"recursions vs enumerated connected diagrams (n<=5), max deviation: {worst:.1e}")

# ---- decoupled sites and relabelling
B = bordered([0, 1, 0, 1], np.array([[0.3, 0.6, 1.4, 1.7]]), hop=0.0)
aE, a0 = subset_dets(B, B[:, 1:, 1:])
cdec = cdet(aE, a0, 4)[-1][0]
assert abs(cdec) < 1e-14 and abs(aE[-1][0]) > 1e-4
print(f"decoupled sites (t=0, n=4): aE = {aE[-1][0]:.6e}, |cE| = {abs(cdec):.1e}")
ex_sites, ex_times = np.array([0, 1, 0]), np.array([0.4, 0.9, 1.5])
vals = []
for p in itertools.permutations(range(3)):
    B = bordered(ex_sites[list(p)], ex_times[list(p)][None, :])
    aE, a0 = subset_dets(B, B[:, 1:, 1:])
    vals.append((cdet(aE, a0, 3)[-1][0], cdet_vacuum(a0, 3)[0]))
assert np.ptp(np.array(vals), axis=0).max() < 1e-14

# ---- worked configuration
B = bordered(ex_sites, ex_times[None, :])
aE, a0 = subset_dets(B, B[:, 1:, 1:])
cE = cdet(aE, a0, 3)
brute, cnt = connected_sum(perm_terms(B[0], 0), perm_terms(B[0, 1:, 1:], 1), 4)
assert abs(brute - cE[-1][0]) < 1e-14
for name, eps in (("bonding", -HOP - MU), ("antibonding", HOP - MU)):
    print(f"{name}: energy {eps:.2f} t, Fermi factor {1 / (math.exp(BETA * eps) + 1):.6f}")
print(f"vertices 1,2,3: sites {ex_sites.tolist()}, times {ex_times.tolist()} 1/t; B (dimensionless):")
for row in B[0]:
    print("  " + " ".join(f"{v:+.6f}" for v in row))
for S in range(8):
    lab = "".join(str(i + 1) for i in members(S, 3))
    print(f"S={{{lab}}}: aE={aE[S][0]:+.6e} a0={a0[S][0]:+.6e} cE={cE[S][0]:+.6e}")
print(f"enumeration of {cnt} connected diagrams: {brute:+.6e}; c0(123)={cdet_vacuum(a0, 3)[0]:+.6e}")


# ---- exact Taylor coefficients from complex U
def exact(U):
    H = H0 + U * (vert[0] + vert[1])
    late, early = expm(-(BETA - TAU) * H), expm(-TAU * H)
    Z = np.trace(late @ early)
    return -np.trace(late @ cop[0] @ early @ cop[0].T) / Z, Z / Z0


NP, RAD = 32, 0.5
circ = np.array([exact(RAD * np.exp(2j * np.pi * j / NP)) for j in range(NP)])
taylor = lambda v: (np.fft.fft(v) / NP).real[:5] / RAD ** np.arange(5)
G_ed, Z_ed, W_ed = taylor(circ[:, 0]), taylor(circ[:, 1]), taylor(np.log(circ[:, 1]))
phase = np.unwrap([np.angle(exact(1.5 * np.exp(2j * np.pi * j / 64))[1]) for j in range(65)])
winding = (phase[-1] - phase[0]) / (2 * np.pi)
assert abs(winding) < 1e-8
print(f"zeros of Z inside |U| = 1.5 t (winding number): {abs(round(winding))}")


def simplex(k, lo, hi, m):
    x, w = np.polynomial.legendre.leggauss(m)
    x, w = (x + 1) / 2, w / 2
    pts, wts, top = np.zeros((1, 0)), np.ones(1), np.full(1, hi - lo)
    for _ in range(k):
        wts = np.outer(wts * top, w).ravel()
        top = np.outer(top, x).ravel()
        pts = np.concatenate((np.repeat(pts, m, axis=0), top[:, None]), axis=1)
    return pts + lo, wts


G_c, W_c, Z_c, N_c = [bordered([], np.zeros((1, 0)))[0, 0, 0]], [0.0], [1.0], [None]
for n in range(1, 5):
    m = 10 if n < 4 else 7
    acc = np.zeros(4)
    for k in range(n + 1):
        p1, w1 = simplex(k, 0.0, TAU, m)
        p2, w2 = simplex(n - k, TAU, BETA, m)
        times = np.concatenate((np.repeat(p1, len(w2), axis=0), np.tile(p2, (len(w1), 1))), axis=1)
        wts = np.outer(w1, w2).ravel()
        for sites in itertools.product((0, 1), repeat=n):
            B = bordered(sites, times)
            aE, a0 = subset_dets(B, B[:, 1:, 1:])
            acc += [wts @ cdet(aE, a0, n)[-1], wts @ cdet_vacuum(a0, n), wts @ a0[-1], wts @ aE[-1]]
    acc *= (-1) ** n
    for lst, v in zip((G_c, W_c, Z_c, N_c), acc):
        lst.append(v)
    tol = 1e-7 if n < 4 else 1e-6   # Gauss-Legendre truncation, fewer nodes at order 4
    assert abs(acc[0] - G_ed[n]) < tol and abs(acc[1] - W_ed[n]) < tol and abs(acc[2] - Z_ed[n]) < tol
    assert abs(acc[3] - G_ed[n]) > 100 * tol
assert abs(G_c[0] - G_ed[0]) < 1e-12
print("coefficients of (U/t)^n, dimensionless: CDet quadrature | exact trace")
print(f"n=0 G {G_c[0]:+.8f} | {G_ed[0]:+.8f}")
for n in range(1, 5):
    print(f"n={n} G {G_c[n]:+.8f} | {G_ed[n]:+.8f}; unsubtracted aE {N_c[n]:+.8f}")
for n in range(1, 5):
    print(f"n={n} lnZ/Z0 {W_c[n]:+.8f} | {W_ed[n]:+.8f}; Z/Z0 {Z_c[n]:+.8f} | {Z_ed[n]:+.8f}")
Gx, Zx = exact(UEX)
pG, pW = np.cumsum(np.array(G_c) * UEX ** np.arange(5)), np.cumsum(np.array(W_c) * UEX ** np.arange(5))
assert abs(pG[-1] - Gx) < 5e-3 and abs(pW[-1] - math.log(Zx)) < 5e-3
print("partial sums G, n=0..4: " + " ".join(f"{v:.6f}" for v in pG))
print("partial sums lnZ/Z0:    " + " ".join(f"{v:.6f}" for v in pW))
print(f"exact at U={UEX} t: G={Gx:.6f}, lnZ/Z0={math.log(Zx):.6f}")
print(f"order-4 errors: G {pG[-1] - Gx:+.1e}, lnZ/Z0 {pW[-1] - math.log(Zx):+.1e}")


# ---- operation counts from an instrumented number type
class Counted:
    mul = add = 0

    def __init__(self, v):
        self.v = v

    def __add__(self, o):
        Counted.add += 1
        return Counted(self.v + o.v)

    def __sub__(self, o):
        Counted.add += 1
        return Counted(self.v - o.v)

    def __mul__(self, o):
        Counted.mul += 1
        return Counted(self.v * o.v)

    def __truediv__(self, o):
        Counted.mul += 1
        return Counted(self.v / o.v)


def det_elimination(A):
    k = A.shape[0]
    if k == 0:
        return Counted(1.0)
    a, sign = [[Counted(v) for v in row] for row in A], 1
    for p in range(k):
        q = max(range(p, k), key=lambda r: abs(a[r][p].v))
        if q != p:
            a[p], a[q], sign = a[q], a[p], -sign
        for r in range(p + 1, k):
            fac = a[r][p] / a[p][p]
            for c in range(p + 1, k):
                a[r][c] = a[r][c] - fac * a[p][c]
    d = a[0][0]
    for p in range(1, k):
        d = d * a[p][p]
    return Counted(sign * d.v)


def ranked_division(aE, a0, n):
    size = [bin(S).count("1") for S in range(1 << n)]

    def transform(F, inverse):
        for b in range(n):
            for X in range(1 << n):
                if X >> b & 1:
                    F[X] = [u - v if inverse else u + v for u, v in zip(F[X], F[X ^ 1 << b])]
        return F
    lift = lambda a: [[a[X] if k == size[X] else Counted(0.0) for k in range(n + 1)] for X in range(1 << n)]
    top, bot = transform(lift(aE), False), transform(lift(a0), False)
    for X in range(1 << n):
        for k in range(n + 1):
            for j in range(1, k + 1):
                top[X][k] = top[X][k] - bot[X][j] * top[X][k - j]
    top = transform(top, True)
    return [top[X][size[X]] for X in range(1 << n)]


f_det = lambda k: (k ** 3 - k) // 3 + k - 1 if k else 0
D_cost = lambda n: sum(math.comb(n, k) * (2 * f_det(k) + f_det(k + 1) + 2) for k in range(n + 1))
for n in range(1, 8):
    Bu, Md = rng.uniform(-1, 1, (n + 1, n + 1)), rng.uniform(-1, 1, (n, n))
    Counted.mul, aE, a0 = 0, [], []
    for S in range(1 << n):
        idx = members(S, n)
        up = [i + 1 for i in idx]
        dd = det_elimination(Md[np.ix_(idx, idx)]) if S else Counted(1.0)
        du = det_elimination(Bu[np.ix_(up, up)]) if S else Counted(1.0)
        aE.append(det_elimination(Bu[np.ix_([0] + up, [0] + up)]) * dd)
        a0.append(du * dd)
    assert Counted.mul == D_cost(n)
    assert abs(aE[-1].v - np.linalg.det(Bu) * np.linalg.det(Md)) < 1e-9
    Counted.mul = Counted.add = 0
    c = cdet(aE, a0, n)
    assert Counted.mul == Counted.add == 3 ** n - 2 ** n
    Counted.mul = 0
    cdet_vacuum(a0, n)
    assert Counted.mul == 3 ** (n - 1) - 2 ** (n - 1)
    Counted.mul = Counted.add = 0
    cr = ranked_division(aE, a0, n)
    assert Counted.mul == n * (n + 1) * 2 ** (n - 1) and Counted.add == 2 * n * (n + 1) * 2 ** n
    scale = max(1.0, max(abs(u.v) for u in c))
    assert max(abs(u.v - v.v) for u, v in zip(c, cr)) < 1e-9 * scale
    assert 8 * sum(len(members(S, n)) ** 3 for S in range(1 << n)) == n * n * (n + 3) * 2 ** n
print("n: labelled connected diagrams, topologies, recursion mults, determinant mults")
for n in (1, 2, 3, 4, 5, 6, 8, 10):
    cnt = count_by_recursion(n)
    assert cnt % math.factorial(n) == 0
    print(f"n={n}: {cnt}, {cnt // math.factorial(n)}, {3 ** n - 2 ** n}, {D_cost(n)}")
x_det = 1 + max(n for n in range(1, 80) if 3 ** n - 2 ** n <= D_cost(n))
x_rank = 1 + max(n for n in range(1, 80) if 2 * (3 ** n - 2 ** n) <= 5 * n * (n + 1) * 2 ** (n - 1))
assert x_det < 40 and x_rank < 40
print(f"recursion multiplications exceed determinant multiplications from n = {x_det}")
print(f"ranked convolution needs fewer operations (adds+mults) from n = {x_rank}")
print("finished without a failed check")
```

It prints:

```
inputs: t=1.0 mu=0.3 t, beta=2.0 1/t, alpha=0.5, tau=1.0 1/t, U=1.0 t
Wick determinants vs Fock traces, max deviation: 5.8e-15
recursions vs enumerated connected diagrams (n<=5), max deviation: 1.0e-15
decoupled sites (t=0, n=4): aE = 1.868414e-03, |cE| = 4.3e-19
bonding: energy -1.30 t, Fermi factor 0.930862
antibonding: energy 0.70 t, Fermi factor 0.197816
vertices 1,2,3: sites [0, 1, 0], times [0.4, 0.9, 1.5] 1/t; B (dimensionless):
  -0.326021 -0.338948 +0.334607 +0.383333
  -0.361285 +0.064339 +0.102619 +0.325000
  +0.102237 +0.216426 +0.064339 +0.062822
  -0.383333 -0.330165 +0.188124 +0.064339
S={}: aE=-3.260211e-01 a0=+1.000000e+00 cE=-3.260211e-01
S={1}: aE=-9.228293e-03 a0=+4.139487e-03 cE=-7.878733e-03
S={2}: aE=-3.550533e-03 a0=+4.139487e-03 cE=-2.200973e-03
S={12}: aE=+6.127152e-04 a0=+3.265221e-04 cE=+7.608931e-04
S={3}: aE=+8.104679e-03 a0=+4.139487e-03 cE=+9.454239e-03
S={13}: aE=+5.928265e-03 a0=+1.241958e-02 cE=+9.970787e-03
S={23}: aE=-6.965904e-05 a0=+5.896500e-05 cE=-8.046000e-05
S={123}: aE=+1.237484e-04 a0=+2.587179e-04 cE=+1.887180e-04
enumeration of 78 connected diagrams: +1.887180e-04; c0(123)=+2.058534e-04
zeros of Z inside |U| = 1.5 t (winding number): 0
coefficients of (U/t)^n, dimensionless: CDet quadrature | exact trace
n=0 G -0.32602105 | -0.32602105
n=1 G +0.00071228 | +0.00071228; unsubtracted aE +0.00611052
n=2 G +0.01100806 | +0.01100806; unsubtracted aE -0.02440731
n=3 G -0.00054018 | -0.00054018; unsubtracted aE +0.00025461
n=4 G +0.00047158 | +0.00047158; unsubtracted aE -0.00044911
n=1 lnZ/Z0 -0.01655795 | -0.01655795; Z/Z0 -0.01655795 | -0.01655795
n=2 lnZ/Z0 +0.10845583 | +0.10845583; Z/Z0 +0.10859291 | +0.10859291
n=3 lnZ/Z0 -0.00096310 | -0.00096310; Z/Z0 -0.00275966 | -0.00275966
n=4 lnZ/Z0 +0.00059992 | +0.00059992; Z/Z0 +0.00651207 | +0.00651207
partial sums G, n=0..4: -0.326021 -0.325309 -0.314301 -0.314841 -0.314369
partial sums lnZ/Z0:    0.000000 -0.016558 0.091898 0.090935 0.091535
exact at U=1.0 t: G=-0.314383, lnZ/Z0=0.091518
order-4 errors: G +1.4e-05, lnZ/Z0 +1.7e-05
n: labelled connected diagrams, topologies, recursion mults, determinant mults
n=1: 1, 1, 1, 7
n=2: 6, 3, 5, 30
n=3: 78, 13, 19, 116
n=4: 1704, 71, 65, 402
n=5: 55320, 461, 211, 1282
n=6: 2481840, 3447, 665, 3842
n=8: 11021189760, 273343, 6305, 30210
n=10: 116117619206400, 31998903, 58025, 209922
recursion multiplications exceed determinant multiplications from n = 17
ranked convolution needs fewer operations (adds+mults) from n = 14
finished without a failed check
```
